\section*{Diffusion of Trace Atomic Oxygen in Low-Pressure Argon}

\section*{Problem}

A small amount of atomic oxygen is mixed into argon at pressure $p=10$ mTorr and temperature $T=300$ K. The argon has no mean flow, and the temperature is uniform. An O atom and an Ar atom collide elastically as smooth hard spheres whose centres are $\sigma=3.2$ \AA{} apart at contact. Find the diffusivity $D$ of the oxygen, defined by $\Gamma=-D\,dn_{\rm O}/dz$, in first-order Chapman--Enskog theory. Here $n_{\rm O}$ is the oxygen density and $\Gamma$ its flux along $z$.

``First order'' specifies the form of the oxygen velocity distribution. It is a Maxwellian $f_0$ with one correction linear in the velocity,
\begin{equation}
f(\mathbf v)=f_0(v)\left(1+\frac{m_{\rm O}\,\mathbf v\cdot\mathbf u}{kT}\right),
\label{eq:trial}
\end{equation}
and the single unknown $\mathbf u$ is fixed by the momentum balance. Since $\langle v_z^2\rangle_0=kT/m_{\rm O}$ in the Maxwellian, the mean velocity in this distribution is $\mathbf u$, so $\mathbf u$ is the drift velocity and $\Gamma=n_{\rm O}u$. The drift is taken to be small compared with the thermal speed.

\section*{A tempting solution}

The argon is at rest, so treat its atoms as fixed spheres of density $n$ and find the drag they exert on the oxygen.

\emph{Momentum lost in one collision.} Let an O atom arrive with impact parameter $b$, and let $\alpha$ be the angle between its path and the line of centres at contact, so that $\sin\alpha=b/\sigma$. The velocity component along the line of centres is reversed and the other is kept. The path therefore turns through $\chi=\pi-2\alpha$, and
\begin{equation}
1-\cos\chi=1+\cos2\alpha=2\cos^2\alpha=2\left(1-\frac{b^2}{\sigma^2}\right).
\end{equation}
This is the fraction of forward momentum lost. The sideways momentum averages to zero over the azimuth of the impact. Integration over the target disk gives the momentum-transfer cross section
\begin{equation}
Q=\int_0^\sigma 2\left(1-\frac{b^2}{\sigma^2}\right)2\pi b\,db
=4\pi\left(\frac{\sigma^2}{2}-\frac{\sigma^2}{4}\right)=\pi\sigma^2 .
\label{eq:Q}
\end{equation}

\emph{Mean drag.} An atom of velocity $\mathbf v$ loses momentum at the rate $m_{\rm O}nQ\,v\,\mathbf v$. Averaging $v v_z$ over (\ref{eq:trial}), with $\mathbf u$ along $z$, leaves the correction term alone, because $f_0$ is even in $v_z$:
\begin{equation}
\langle v v_z\rangle=\frac{m_{\rm O}u}{kT}\langle v v_z^2\rangle_0
=\frac{m_{\rm O}u}{3kT}\langle v^3\rangle_0 .
\end{equation}
To find $\langle v^3\rangle_0$, set $a=m_{\rm O}/(2kT)$ and $I_j=\int_0^\infty v^j e^{-av^2}dv$. Integration by parts gives $I_5=(2/a)I_3$. The volume element supplies a factor $v^2$, so $\langle v^3\rangle_0=I_5/I_2$, and the mean speed is $\bar v=I_3/I_2$. Hence
\begin{equation}
\langle v^3\rangle_0=\frac{2}{a}\bar v=\frac{4kT}{m_{\rm O}}\bar v,
\qquad
\langle v v_z\rangle=\frac43\,\bar v\,u .
\label{eq:fourthirds}
\end{equation}
With $I_3=1/(2a^2)$ and $I_2=\sqrt\pi/(4a^{3/2})$, the mean speed is $\bar v=2/\sqrt{\pi a}=\sqrt{8kT/(\pi m_{\rm O})}$. The drag on one atom is $-\zeta u$, with
\begin{equation}
\zeta_{\rm fixed}=\frac43\,m_{\rm O}\,nQ\,\bar v .
\end{equation}

\emph{Momentum balance.} Multiply the steady Boltzmann equation by $m_{\rm O}v_z$ and integrate over velocity. The left side is the gradient of the momentum flux $n_{\rm O}m_{\rm O}\langle v_z^2\rangle$. The correction in (\ref{eq:trial}) is odd in $\mathbf v$ and adds nothing to $\langle v_z^2\rangle$, so this flux is $n_{\rm O}kT$. The right side is the drag per unit volume:
\begin{equation}
kT\frac{dn_{\rm O}}{dz}=-n_{\rm O}\zeta u
\quad\Longrightarrow\quad
\Gamma=n_{\rm O}u=-\frac{kT}{\zeta}\frac{dn_{\rm O}}{dz},
\qquad D=\frac{kT}{\zeta}.
\label{eq:einstein}
\end{equation}
Using $kT/m_{\rm O}=\pi\bar v^2/8$,
\begin{equation}
D_{\rm fixed}=\frac{3kT}{4m_{\rm O}nQ\bar v}=\frac{3\pi\bar v}{32\,nQ}.
\label{eq:fixed}
\end{equation}
The mean O speed is $630.1$ m/s, and $nQ=3.2188\times10^{20}\times3.2170\times10^{-19}=103.5$ m$^{-1}$. The result is $D_{\rm fixed}=1.79$ m$^2$/s.

\section*{Where it fails}

The cross section, the average (\ref{eq:fourthirds}) and the balance (\ref{eq:einstein}) are sound. The fault is in the first sentence: a gas without mean flow is not a set of fixed atoms. Argon atoms have thermal velocities of their own, and they recoil when struck. Each fact changes the drag.

\begin{itemize}
\item The collision rate depends on the relative speed $g$, not on $v$. This raises the drag.
\item The struck atom recoils, so the O atom gives up less momentum than it would to an immovable sphere. This lowers the drag.
\end{itemize}

The two changes have opposite signs but do not cancel, and repairing one without the other does not help.

\section*{The right solution}

\emph{Recoil.} Let $M=m_{\rm O}+m_{\rm Ar}$, let $\mathbf V$ be the velocity of the centre of mass of the pair, and let $\mathbf g=\mathbf v-\mathbf v_{\rm Ar}$. Then
\begin{equation}
\mathbf v=\mathbf V+\frac{m_{\rm Ar}}{M}\mathbf g .
\end{equation}
A collision leaves $\mathbf V$ unchanged, so the momentum change of the O atom is
\begin{equation}
m_{\rm O}\Delta\mathbf v=\frac{m_{\rm O}m_{\rm Ar}}{M}\Delta\mathbf g=\mu\,\Delta\mathbf g,
\qquad \mu=\frac{m_{\rm O}m_{\rm Ar}}{m_{\rm O}+m_{\rm Ar}} .
\end{equation}
The relative velocity is reflected at the line of centres just as $\mathbf v$ was for a fixed sphere, so (\ref{eq:Q}) still holds. The mean force is
\begin{equation}
\mathbf F=-\mu\,nQ\,\langle g\,\mathbf g\rangle .
\label{eq:force}
\end{equation}

\emph{Distribution of the relative velocity.} Oxygen is a trace, so its effect on the argon distribution is neglected, and the argon is a Maxwellian at rest. The joint distribution is the product of (\ref{eq:trial}) and this Maxwellian. In the new variables,
\begin{align}
m_{\rm O}v^2+m_{\rm Ar}v_{\rm Ar}^2&=MV^2+\mu g^2,\\
m_{\rm O}\mathbf v\cdot\mathbf u&=m_{\rm O}\mathbf V\cdot\mathbf u+\mu\,\mathbf g\cdot\mathbf u .
\end{align}
The first line shows that $\mathbf V$ and $\mathbf g$ have independent Maxwellians, with masses $M$ and $\mu$. Integration over $\mathbf V$ removes the term $\mathbf V\cdot\mathbf u$, which is odd. What remains for $\mathbf g$ is a Maxwellian of mass $\mu$ times $(1+\mu\,\mathbf g\cdot\mathbf u/kT)$. This is (\ref{eq:trial}) with $m_{\rm O}$ replaced by $\mu$, so the steps that led to (\ref{eq:fourthirds}) give
\begin{equation}
\langle g\,\mathbf g\rangle=\frac43\,\bar g\,\mathbf u,
\qquad \bar g=\sqrt{\frac{8kT}{\pi\mu}} .
\label{eq:gg}
\end{equation}
As a test of the linear law, the average was integrated numerically over a Maxwellian shifted as a whole by $u=0.01\sqrt{kT/\mu}$. The result was $1.000010$ times (\ref{eq:gg}).

\emph{Diffusivity.} Inserting (\ref{eq:gg}) and $Q=\pi\sigma^2$ in (\ref{eq:force}),
\begin{equation}
\zeta=\frac43\,\mu\,n\pi\sigma^2\sqrt{\frac{8kT}{\pi\mu}}
=\frac43\,n\sigma^2\sqrt{8\pi\mu kT}
=\frac83\,n\sigma^2\sqrt{2\pi\mu kT}.
\end{equation}
The balance (\ref{eq:einstein}) then gives
\begin{equation}
D=\frac{kT}{\zeta}=\frac{3}{8n\sigma^2}\sqrt{\frac{kT}{2\pi\mu}} .
\label{eq:D}
\end{equation}

\emph{Numbers.} With $p=1.33322$ Pa and $kT=4.1419\times10^{-21}$ J, the argon density is $n=p/kT=3.2188\times10^{20}$ m$^{-3}$. The reduced mass is
\begin{equation}
\mu=\frac{15.999\times39.95}{15.999+39.95}\ {\rm u}=11.424\ {\rm u}.
\end{equation}
The square root in (\ref{eq:D}) is $186.41$ m/s, and $8n\sigma^2=263.69$ m$^{-1}$. Therefore
\begin{equation}
D=\frac{3\times186.41}{263.69}=2.12\ {\rm m^2/s}=2.12\times10^{4}\ {\rm cm^2/s},
\end{equation}
or about $2.1$ m$^2$/s.

\emph{The size of each error.} The mean relative speed is $745.7$ m/s, which is $1.183$ times the mean O speed. Thermal motion of the argon thus raises the drag by the factor $1.183$. Recoil multiplies it by $\mu/m_{\rm O}=11.424/15.999=0.714$. The product is $0.845$, and $1.79/0.845=2.12$. Someone who corrected the collision rate but kept the full mass $m_{\rm O}$ in the momentum loss would find $1.79/1.183=1.51$ m$^2$/s, further from the right value than before. Correcting the recoil alone gives $1.79/0.714=2.51$ m$^2$/s, 18\% too high where the fixed-sphere value was 16\% too low. In symbols,
\begin{equation}
\frac{D}{D_{\rm fixed}}=\sqrt{\frac{m_{\rm O}}{\mu}}=\sqrt{1+\frac{m_{\rm O}}{m_{\rm Ar}}},
\end{equation}
which tends to 1 when the diffusing atom is much lighter than the gas atoms. Fixed scatterers are then a good picture.

\section*{How good is first order?}

The light-atom limit can be solved without assuming (\ref{eq:trial}), which shows what that form leaves out. From $b=\sigma\cos(\chi/2)$ it follows that $|b\,db|=(\sigma^2/4)\sin\chi\,d\chi$, so hard spheres scatter equally into all solid angles. A fixed sphere also preserves the speed. A correction $f_1$ proportional to $\cos\theta$ at each speed, where $\theta$ is the angle between $\mathbf v$ and $z$, is therefore lost at the rate $nQv$, and nothing is scattered back into it. The steady Boltzmann equation becomes
\begin{equation}
v\cos\theta\,\frac{\partial f_0}{\partial z}=-nQv\,f_1
\quad\Longrightarrow\quad
f_1=-\frac{\cos\theta}{nQ}\frac{\partial f_0}{\partial z}.
\end{equation}
Here $f_0$ includes the density $n_{\rm O}$. The flux is the integral of $v\cos\theta\,f_1$, and $\cos^2\theta$ averages to $1/3$, so
\begin{equation}
D_{\rm light}=\frac{\bar v}{3nQ}.
\end{equation}
The first-order value (\ref{eq:fixed}) is $9\pi/32=0.884$ of this. The true correction relative to $f_0$ is proportional to $\cos\theta$, whereas (\ref{eq:trial}) forces it to be proportional to $v\cos\theta$.

For oxygen in argon the discrepancy is smaller. The correction can be expanded as $\mathbf v$ times polynomials in $v^2$, with the hard-sphere collision operator inverted in that basis. One polynomial reproduces (\ref{eq:D}). Two, three and ten give $1.043$, $1.050$ and $1.052$ times that value. For a tracer $10^6$ times lighter than the gas atoms, ten polynomials reach $0.9975$ of $D_{\rm light}$. A separate simulation followed 30\,000 tracers with the O--Ar mass ratio through random hard-sphere collisions. Their mean square displacement gave $1.056\pm0.006$ times (\ref{eq:D}), where the uncertainty is one standard error. The converged diffusivity of this hard-sphere model is therefore $2.23$ m$^2$/s, and the first-order result lies about 5\% below it.

\section*{In a plasma chamber}

A pressure of 10 mTorr and a gap of about 100 mm are rough typical values for low-pressure plasma etching. The assumed gas temperature of 300 K is likely to be too low there, because the discharge heats the gas. At fixed pressure $n\propto1/T$, so (\ref{eq:D}) gives $D\propto T^{3/2}/p$, and at 500 K it gives $4.56$ m$^2$/s, more than twice the value at 300 K. This power of $T$ belongs to hard spheres of fixed diameter. Real atoms approach more closely at higher energy, so their cross section falls as the gas heats and $D$ rises somewhat faster, typically with an exponent of about $1.7$ to $1.8$. The diameter matters less but is not negligible. Real atoms have a soft potential, and $3.2$ \AA{} is a model parameter. With $T$ and $p$ held fixed, $3.0$ \AA{} gives $2.41$ m$^2$/s and $3.4$ \AA{} gives $1.88$ m$^2$/s. If the feed gas contains much oxygen, collisions with O$_2$ must be added, and the trace result no longer applies as it stands.

The walls limit the use of Fick's law itself. The mean free path of an O atom is $\bar v/(n\pi\sigma^2\bar g)=8.2$ mm, or 8\% of the gap, so the oxygen density does not fall to zero at an absorbing wall. To estimate the effect, integrate $v_z$ times (\ref{eq:trial}) over atoms moving toward the wall. The Maxwellian part gives $n_{\rm O}\bar v/4$. The correction gives half of its full-range value, $\Gamma/2$. If a fraction $\gamma$ of the arriving atoms is lost, the net flux is $\gamma$ times the arriving flux:
\begin{equation}
\Gamma=\gamma\left(\frac{n_{\rm O}\bar v}{4}+\frac{\Gamma}{2}\right)
\quad\Longrightarrow\quad
n_{\rm O}=\frac{4\Gamma}{\bar v}\left(\frac1\gamma-\frac12\right).
\end{equation}
Dividing by the density gradient, of magnitude $\Gamma/D$, gives the distance beyond the wall at which the extrapolated density vanishes:
\begin{equation}
\ell=\frac{4D}{\bar v}\left(\frac1\gamma-\frac12\right).
\end{equation}
This is an estimate, since the distribution next to a wall is not of the form (\ref{eq:trial}), and at a strongly absorbing wall the drift is not small compared with the thermal speed. For $\gamma=1$ the formula gives $\ell=2D/\bar v=6.7$ mm, whereas the extrapolation length of this hard-sphere model is nearer 7.7 mm, so the formula is 10 to 15\% too small. If the density is held fixed at a plane 100 mm from the wall, the formula reduces the flux by the factor $1/1.067$, or about 6\%; the longer length makes it about 7\%. For $\gamma=0.1$, chosen as an illustration, $\ell=19\times6.73$ mm $=128$ mm, which exceeds the gap. The loss of oxygen is then governed more by the wall reaction than by $D$.

Three further omissions, namely friction with ions, collisions of more than two atoms, and quantum effects, are expected to be minor here. Argon flow, temperature gradients and the push from ions streaming toward the walls are not estimated. For a rough ion density of $10^{10}$ cm$^{-3}$ there are $3\times10^{-5}$ ions per argon atom, so even a cross section ten times larger than $\pi\sigma^2$ would change the drag by roughly $3\times10^{-4}$ of its value. The change is proportional to the ion density, and in high-density discharges with $10^{11}$ to $10^{12}$ cm$^{-3}$ the same bound is 0.3\% to 3\%. The product $n\sigma^3$ is $10^{-8}$, so the gas is dilute and collisions are binary. The thermal wavelength of the relative motion is $0.09\,\sigma$, which supports classical collisions, though this ratio is not itself the size of the quantum correction. The full numerical output follows.

\section*{Table of computed values}
\begin{verbatim}
INPUTS
pressure = 10.0 mTorr = 1.33322 Pa
temperature = 300 K
collision diameter = 3.2 angstrom
mass of O = 15.999 u
mass of Ar = 39.95 u
FIRST-ORDER RESULT
k T = 4.1419e-21 J
argon density n = 3.2188e+20 m^-3
reduced mass = 11.424 u = 1.8970e-26 kg
cross section pi sigma^2 = 3.2170e-19 m^2
sqrt(kT/(2 pi mu)) = 186.41 m/s
8 n sigma^2 = 263.69 m^-1
mean relative speed = 745.7 m/s
friction coefficient zeta = 1.9530e-21 kg/s
D first order = 2.121 m^2/s = 2.121e+04 cm^2/s
TESTS
momentum cross section / (pi sigma^2) = 1.00000000
friction integral / linear law = 1.000010
operator, 1 polynomial / formula = 1.00000000
D with 2 polynomials / D first order = 1.0431
D with 3 polynomials / D first order = 1.0498
D with 10 polynomials / D first order = 1.0522
simulated D / D first order = 1.0557 +- 0.0055
light tracer, operator / exact = 0.9975
NEGLECTED EFFECTS
D converged hard sphere = 2.232 m^2/s
mean O speed = 630.1 m/s
O mean free path = 8.16 mm
chamber gap (rough) = 100 mm
mean free path / gap = 0.082
wall slip length 2D/v = 6.73 mm
slip length / gap = 0.067
D at 500 K, same pressure = 4.56 m^2/s
D for 3.0 angstrom = 2.41 m^2/s
D for 3.4 angstrom = 1.88 m^2/s
thermal wavelength / sigma = 0.093
n sigma^3 = 1.05e-08
ion density (rough) = 1e+10 cm^-3
ion density / argon density = 3.1e-05
\end{verbatim}
